\section*{Effective g values of spin 5/2 with large zero-field splitting}

\section*{The system}

A spin $S=5/2$ has the Hamiltonian
\begin{equation}
H=H_0+g\mu_B\,\mathbf B\cdot\mathbf S,\qquad
H_0=D\left[S_z^2-\tfrac13 S(S+1)\right]+E\,(S_x^2-S_y^2),
\end{equation}
with $D>0$, $E\ge 0$ and an isotropic $g$, set to $g=2$ for numbers. Spin operators are dimensionless. Write $\mathbf B=B\mathbf n$ with $\mathbf n$ a unit vector, $S_n=\mathbf n\cdot\mathbf S$ and $b=g\mu_BB$. The field is weak: $b\ll D$. The zero-field levels are then pairs of states, each pair well separated from the others, and the effective $g$ value of a pair is defined by
\begin{equation}
g_{\rm eff}(\mathbf n)=\lim_{B\to0}\frac{\text{splitting of the pair}}{\mu_BB}\ge 0 .
\end{equation}
The ladder operators act as $S_\pm|m\rangle=\sqrt{S(S+1)-m(m\pm1)}\,|m\pm1\rangle$, so that
\begin{equation}
S_+:\quad -\tfrac52\xrightarrow{\sqrt5}-\tfrac32\xrightarrow{\sqrt8}-\tfrac12\xrightarrow{\;3\;}\tfrac12\xrightarrow{\sqrt8}\tfrac32\xrightarrow{\sqrt5}\tfrac52 ,
\label{ladder}
\end{equation}
and $S_-$ has the same factors in the opposite direction.

\section*{Part (a)}

\textbf{Question.} Let $\psi$ be an eigenstate of $H_0$ and $\Theta$ the time-reversal operator. Express $g_{\rm eff}$ through matrix elements of $S_n$. At which order in $B$ does the first correction to a linear splitting appear?

\textbf{Answer.} $\Theta$ is antiunitary, $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$, it reverses the spin, $\Theta\mathbf S\Theta^{-1}=-\mathbf S$, and $\Theta^2=-1$ for half-integer $S$. Since $H_0$ is quadratic in the spin, it commutes with $\Theta$, and $\Theta\psi$ has the same energy as $\psi$. The two are orthogonal, because
$\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle$. They form a Kramers doublet.

To first order the field acts through the $2\times2$ matrix of $bS_n$. Its diagonal elements are opposite, since $\langle\Theta\psi|S_n|\Theta\psi\rangle=-\langle\psi|S_n|\psi\rangle$. With $p=\langle\psi|S_n|\psi\rangle$ and $q=\langle\psi|S_n|\Theta\psi\rangle$,
\begin{equation}
S_n\to\begin{pmatrix}p&q\\q^*&-p\end{pmatrix},\qquad
\text{eigenvalues }\pm s,\quad s=\sqrt{p^2+|q|^2}.
\end{equation}
The splitting is $2sb=2sg\mu_BB$, hence
\begin{equation}
g_{\rm eff}=2gs .
\label{geff}
\end{equation}

In higher orders, the field acts within the doublet through products of $S_n$, projectors and energy denominators. A term of even order contains an even number of factors $S_n$, so it is a Hermitian operator $A$ that commutes with $\Theta$. Its two diagonal elements are equal, and its off-diagonal element vanishes:
\begin{equation}
\langle\psi|A\Theta\psi\rangle=\langle\Theta A\Theta\psi|\Theta\psi\rangle
=\langle A\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|A\Theta\psi\rangle=0 .
\end{equation}
Even orders shift the doublet without splitting it. If the linear splitting is nonzero, its first possible correction is cubic in $B$.

\section*{Part (b)}

\textbf{Question.} Show that $H_0$ does not mix the sets $m=\{\frac52,\frac12,-\frac32\}$ and $m=\{-\frac52,-\frac12,\frac32\}$. For a real eigenstate $\psi=\alpha|\frac52\rangle+\beta|\frac12\rangle+\gamma|{-\frac32}\rangle$, normalized to one, find the effective $g$ value for every field direction.

\textbf{Answer.} From $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/2i$,
\begin{equation}
S_x^2-S_y^2=\tfrac12\left(S_+^2+S_-^2\right),
\label{quad}
\end{equation}
because the products $S_+S_-$ and $S_-S_+$ cancel in the difference. This changes $m$ by $\pm2$, while $S_z^2$ leaves $m$ unchanged. Neither operator connects the two sets. The matrix of $H_0$ is real, so real eigenvectors can be chosen.

In the usual phase convention $\Theta|m\rangle=(-1)^{S-m}|{-m}\rangle$. For $m=\frac52,\frac12,-\frac32$ the exponent is $0,2,4$, so the partner is
\begin{equation}
\psi'=\Theta\psi=\alpha|{-\tfrac52}\rangle+\beta|{-\tfrac12}\rangle+\gamma|\tfrac32\rangle .
\end{equation}
The operator $S_z$ acts only within each set, and $S_\pm$ connect only different sets. The required elements follow from (\ref{ladder}). First,
\begin{align}
S_+\psi'&=\sqrt5\,\alpha|{-\tfrac32}\rangle+3\beta|\tfrac12\rangle+\sqrt5\,\gamma|\tfrac52\rangle,\\
S_-\psi'&=\sqrt8\,\beta|{-\tfrac32}\rangle+\sqrt8\,\gamma|\tfrac12\rangle ,
\end{align}
and then
\begin{align}
p_z&=\langle\psi|S_z|\psi\rangle=\tfrac12(5\alpha^2+\beta^2-3\gamma^2),\\
u&=\langle\psi|S_+|\psi'\rangle=2\sqrt5\,\alpha\gamma+3\beta^2,\\
v&=\langle\psi|S_-|\psi'\rangle=4\sqrt2\,\beta\gamma .
\end{align}
Therefore $\langle\psi|S_x|\psi'\rangle=(u+v)/2$ and $\langle\psi|S_y|\psi'\rangle=-i(u-v)/2$. In terms of Pauli matrices,
\begin{equation}
S_n\to \tfrac12(u+v)n_x\sigma_x+\tfrac12(u-v)n_y\sigma_y+p_zn_z\sigma_z .
\end{equation}
The eigenvalues of $\mathbf a\cdot\boldsymbol\sigma$ are $\pm|\mathbf a|$, so (\ref{geff}) gives
\begin{equation}
g_{\rm eff}^2=g_x^2n_x^2+g_y^2n_y^2+g_z^2n_z^2,
\label{ellipsoid}
\end{equation}
\begin{equation}
g_x=g|u+v|,\qquad g_y=g|u-v|,\qquad g_z=g|5\alpha^2+\beta^2-3\gamma^2| .
\label{gxyz}
\end{equation}

\section*{Part (c)}

\textbf{Question.} Take $E=0$. Find the zero-field levels and the effective $g$ values of all three doublets. What is $g_{\rm eff}$ of the lowest doublet for a field at $40^\circ$ to the $z$ axis?

\textbf{Answer.} With $S(S+1)/3=35/12$ the energies are $D(m^2-35/12)$:
\begin{equation}
\varepsilon_{\pm1/2}=-\tfrac83D,\qquad \varepsilon_{\pm3/2}=-\tfrac23D,\qquad \varepsilon_{\pm5/2}=\tfrac{10}3D .
\end{equation}
The gaps are $2D$ and $4D$. The lowest doublet has $\beta=1$, $\alpha=\gamma=0$, so $u=3$, $v=0$ and
\begin{equation}
g_x=g_y=3g=6,\qquad g_z=g=2 .
\end{equation}
The transverse value is large because $S_+$ connects $-\frac12$ to $\frac12$ with the factor 3, whereas for a true spin $\frac12$ the factor is 1. Along $z$ the projections are $\pm\frac12$, as for a true spin $\frac12$.

For $\pm\frac32$, $\gamma=1$ gives $u=v=0$ and $g_z=3g=6$. For $\pm\frac52$, $\alpha=1$ gives $u=v=0$ and $g_z=5g=10$. Their transverse values vanish because the members of each pair differ in $m$ by more than one unit. A first-order transverse splitting is therefore absent in these two doublets.

At $40^\circ$, equation (\ref{ellipsoid}) gives
\begin{equation}
g_{\rm eff}=\sqrt{4\cos^2 40^\circ+36\sin^2 40^\circ}=4.150 .
\end{equation}

For $D<0$ the order of the levels is reversed and the $\pm\frac12$ doublet lies highest. Its states, and so its $g$ values, are unchanged.

\section*{Part (d)}

\textbf{Question.} For the lowest doublet near axial symmetry, find (i) the leading correction to the splitting for a finite field along $x$ at $E=0$, and (ii) the change of $g_x$ and $g_y$ linear in a small $E/D$.

\textbf{Answer.} (i) The operators $S_z^2$ and $S_x$ are unchanged by the exchange $m\leftrightarrow-m$. The combinations $|k,\sigma\rangle=(|k\rangle+\sigma|{-k}\rangle)/\sqrt2$ with $k=\frac12,\frac32,\frac52$ therefore separate into two sectors, $\sigma=\pm1$. The elements needed are
\begin{equation}
\langle\tfrac12,\sigma|S_x|\tfrac12,\sigma\rangle=\tfrac32\sigma,\qquad
\langle\tfrac32,\sigma|S_x|\tfrac12,\sigma\rangle=\tfrac12\sqrt8=\sqrt2 .
\end{equation}
Let $\epsilon$ be the energy measured from $-8D/3$. Elimination of the higher states gives
\begin{equation}
\epsilon=\tfrac32\sigma b-\frac{2b^2}{2D-\epsilon+O(b^2/D)},
\end{equation}
where the last term in the denominator comes from the coupling of $|\frac32,\sigma\rangle$ to $|\frac52,\sigma\rangle$. Inserting $\epsilon\approx\frac32\sigma b$ on the right and expanding,
\begin{equation}
\epsilon=\tfrac32\sigma b-\frac{b^2}{D}\left(1+\frac{3\sigma b}{4D}\right)+O(b^4/D^3).
\end{equation}
The $b^2$ term is common to both sectors, in agreement with part (a). The difference is
\begin{equation}
\epsilon_+-\epsilon_-=3b-\frac{3b^3}{2D^2}=3b\left(1-\frac{b^2}{2D^2}\right)
\label{cubic}
\end{equation}
through third order. At $b/D=0.02$ the predicted relative loss of splitting is $2.000\times10^{-4}$. Diagonalization of the $6\times6$ matrix gives $1.999\times10^{-4}$.

(ii) By (\ref{ladder}) and (\ref{quad}), the rhombic term couples $|\frac12\rangle$ to $|{-\frac32}\rangle$ with the element $\frac12E\cdot3\sqrt8=3\sqrt2E$, across the gap $2D$. It also admixes $|\frac52\rangle$ with an amplitude $\alpha$ of order $E/D$. To first order
\begin{equation}
\beta=1,\qquad \gamma=-\frac{3\sqrt2\,E}{2D},\qquad
v=4\sqrt2\,\gamma=-\frac{12E}{D}.
\end{equation}
The product $\alpha\gamma$ in $u$ is of second order, so $u=3$. Equation (\ref{gxyz}) gives
\begin{equation}
g_x=3g-12g\frac ED=6-24\frac ED,\qquad g_y=3g+12g\frac ED=6+24\frac ED ,
\end{equation}
while $g_z$ changes only in second order. For $E/D=0.001$ this means $5.976$ and $6.024$, which the diagonalization reproduces. The large coefficient makes the separation of $g_x$ and $g_y$ a sensitive measure of a small rhombicity.

\section*{Part (e)}

\textbf{Question.} Now let $E/D=1/3$. Use a rotation by $90^\circ$ about $x$ to find the energy of the middle doublet and a relation between its $g$ values. Does the relation between $y$ and $z$ survive in a finite field?

\textbf{Answer.} Replace $S(S+1)$ by $S_x^2+S_y^2+S_z^2$:
\begin{align}
H_0&=D\left[S_z^2-\tfrac13(S_x^2+S_y^2+S_z^2)+\tfrac13(S_x^2-S_y^2)\right]\notag\\
&=\tfrac23D\,(S_z^2-S_y^2).
\label{h13}
\end{align}
The rotation $R=e^{-i\pi S_x/2}$ gives $RS_yR^\dagger=S_z$ and $RS_zR^\dagger=-S_y$. It exchanges the two squares, so $RH_0R^\dagger=-H_0$. Every level $\varepsilon$ has a counterpart $-\varepsilon$. With three doublets, the middle one must lie at zero energy.

If the zero level contains one doublet only, which part (f) confirms, $R$ maps this doublet into itself. The matrices of $S_y$ and $S_z$ within it then have the same eigenvalues, so $g_y=g_z$. The rotation leaves $S_x$ unchanged, so this comparison does not relate $g_x$ to the other two values.

In a finite field,
\begin{equation}
R(H_0+bS_y)R^\dagger=-(H_0-bS_z).
\end{equation}
Time reversal shows that $H_0-bS_z$ and $H_0+bS_z$ have the same spectrum. The spectra for fields along $y$ and $z$ are thus negatives of each other. The two middle levels have the same separation in both cases, at any field strength in this model.

\section*{Part (f)}

\textbf{Question.} Find the levels at $E/D=1/3$ and the full angular dependence of $g_{\rm eff}$ for the middle doublet.

\textbf{Answer.} Choose $x$ as the quantization axis by the cyclic relabelling $(X,Y,Z)=(y,z,x)$, which preserves the commutation relations. Then (\ref{h13}) and (\ref{quad}) give
\begin{equation}
H_0=-\tfrac23D(S_X^2-S_Y^2)=-\tfrac13D\,(S_+^2+S_-^2),
\end{equation}
with ladder operators and $m$ now referring to $Z$. In the set $\{\frac52,\frac12,-\frac32\}$ the elements are $\sqrt8\sqrt5=\sqrt{40}$ and $3\sqrt8=\sqrt{72}$:
\begin{equation}
H_0=-\frac D3\begin{pmatrix}0&\sqrt{40}&0\\\sqrt{40}&0&\sqrt{72}\\0&\sqrt{72}&0\end{pmatrix}.
\end{equation}
The eigenvalues $\lambda$ of the numerical matrix obey $\lambda^3-(40+72)\lambda=0$, so $\lambda=0,\pm4\sqrt7$ and
\begin{equation}
\varepsilon=0,\ \pm\tfrac43\sqrt7\,D .
\end{equation}
The other set gives the same energies, hence each level is one doublet.

For $\lambda=0$ the first row requires $\beta=0$ and the second $\sqrt{40}\,\alpha+\sqrt{72}\,\gamma=0$, or $\alpha/\gamma=-3/\sqrt5$. After normalization,
\begin{equation}
\psi=\frac{1}{\sqrt{14}}\left(3\,|\tfrac52\rangle-\sqrt5\,|{-\tfrac32}\rangle\right).
\end{equation}
The elements of part (b), with $X,Y,Z$ in place of $x,y,z$, are
\begin{align}
\langle\psi|S_Z|\psi\rangle&=\frac12\cdot\frac{5\cdot9-3\cdot5}{14}=\frac{15}{14},\\
u&=2\sqrt5\cdot\frac{3(-\sqrt5)}{14}=-\frac{15}{7},\qquad v=0 .
\end{align}
Therefore $g_X=g_Y=g|u|=15g/7$ and $g_Z=2g\cdot15/14=15g/7$. All three principal values coincide, and (\ref{ellipsoid}) with $n_x^2+n_y^2+n_z^2=1$ gives
\begin{equation}
g_{\rm eff}(\mathbf n)=\frac{15}{7}g=\frac{30}{7}\approx4.286\qquad\text{for every }\mathbf n .
\end{equation}
The diagonalization agrees for 200 random field directions. This isotropy belongs to the linear response of one doublet; $H_0$ itself is strongly anisotropic. It is derived for the quadratic $H_0$ and an isotropic $g$; the fourth-order zero-field terms that a real $S=5/2$ ion also admits are left out.

\section*{Part (g)}

\textbf{Question.} Are the outer doublets at $E/D=1/3$ also isotropic? Does the middle doublet remain isotropic when $E/D$ is changed to $0.25$?

\textbf{Answer.} For $\lambda=\pm4\sqrt7$ the first and third rows give $\alpha=\sqrt{40}\,\beta/\lambda$ and $\gamma=\sqrt{72}\,\beta/\lambda$. Since $\lambda^2=112$, normalization gives
\begin{equation}
\beta^2=\tfrac12,\qquad \alpha^2=\tfrac5{28},\qquad \gamma^2=\tfrac9{28}.
\end{equation}
The amplitudes $\alpha$ and $\gamma$ have the same sign, so
\begin{align}
g_Z&=g\,\frac{25+14-27}{28}=\frac37g,\\
u&=2\sqrt5\cdot\frac{3\sqrt5}{28}+\frac32=\frac{18}7,\\
v&=4\sqrt2\,\beta\gamma=\pm\frac{12}{\sqrt{28}}=\pm\frac6{\sqrt7}.
\end{align}
The upper doublet has $\varepsilon=-D\lambda/3>0$, so $\lambda<0$, $\beta\gamma<0$ and $v<0$. Returning to the original axes, $g_x=g_Z$, $g_y=g_X$, $g_z=g_Y$, its values are
\begin{equation}
g_x=\tfrac37g=0.857,\quad
g_y=g\left(\tfrac{18}7-\tfrac6{\sqrt7}\right)=0.607,\quad
g_z=g\left(\tfrac{18}7+\tfrac6{\sqrt7}\right)=9.678 .
\end{equation}
In the lower doublet $v>0$, which exchanges $g_y$ and $g_z$, as the rotation $R$ requires. Both outer doublets are strongly anisotropic.

At $E/D=0.25$ the diagonalization gives $(g_x,g_y,g_z)=(4.08,3.76,4.76)$ for the middle doublet. The spread is about 1.0, so the isotropy is already lost.

\section*{Part (h)}

\textbf{Question.} For the round parameters $D/h=300$ GHz and $g=2$, find the resonance fields at 9.5 GHz of the lowest doublet at $E=0$ and the middle doublet at $E/D=1/3$. Derive the leading finite-field correction for the latter with $\mathbf B$ along $x$, and judge the weak-field values.

\textbf{Answer.} With $\mu_B/h=0.0139962$ GHz/mT, the weak-field condition $B=h\nu/(g_{\rm eff}\mu_B)$ gives
\begin{align}
g_{\rm eff}=6:&\quad B=\frac{9.5}{6\times0.0139962}=113.13\ \text{mT},\\
g_{\rm eff}=2:&\quad B=\frac{9.5}{2\times0.0139962}=339.38\ \text{mT},\\
g_{\rm eff}=30/7:&\quad B=\frac{9.5}{4.285714\times0.0139962}=158.38\ \text{mT}.
\end{align}

For the middle doublet with the field along $x=Z$, add $b\,{\rm diag}(\frac52,\frac12,-\frac32)$ to the $3\times3$ matrix of part (f). The characteristic equation is
\begin{equation}
\left(\tfrac52b-\varepsilon\right)\left(\tfrac12b-\varepsilon\right)\left(-\tfrac32b-\varepsilon\right)
=\frac{D^2}9\,(120b-112\varepsilon).
\end{equation}
For the level near zero the left side is cubic in $b$, so first $\varepsilon=15b/14$. With this value the three factors on the left are $\frac{10}7b$, $-\frac47b$ and $-\frac{18}7b$, with product $\frac{720}{343}b^3$. Hence
\begin{equation}
\varepsilon=\frac{15}{14}b-\frac{9}{112D^2}\cdot\frac{720}{343}b^3
=\frac{15}{14}b\left(1-\frac{54}{343}\frac{b^2}{D^2}\right)
\end{equation}
through third order. The other set of states follows from $b\to-b$, so the splitting is $2\varepsilon$ and has the same relative correction.

At resonance $b/h\approx9.5\times7/15=4.43$ GHz, so $b/D=0.0148$ and the relative reduction is $3.4\times10^{-5}$. The apparent value $h\nu/(\mu_BB)$ should fall from $4.28571$ to $4.28557$, which is what the full diagonalization gives. Along $y$ and $z$ it gives $4.28563$ in both cases, equal as part (e) demands. The isotropy is thus a weak-field property, but here the values along the three axes differ by less than $0.002\,\%$, and those over all field directions by about $0.004\,\%$.

For the lowest axial doublet with $\mathbf B$ along $x$, $b/h\approx9.5/3=3.17$ GHz. Equation (\ref{cubic}) gives a relative reduction of $5.6\times10^{-5}$, in agreement with the apparent value $5.99967$. Along $z$ the field commutes with $H_0$, the splitting is strictly $b$, and the value 2 has no correction.

The weak-field values therefore serve well at this frequency and this large $D$. Apart from the axial value along $z$, they fail when $b$ becomes comparable with $D$. Already for $D/h=15$ GHz at 9.5 GHz the apparent value of the middle doublet ranges from about 4.23 to 4.30 with direction. If $g$ differs from 2, the effective $g$ values scale as $g$ and the weak-field resonance fields as $1/g$. Observing the middle doublet also requires thermal population, since it lies $1058$ GHz above the lowest one. The numerical output lists the levels, $g$ values and fields.

\section*{Table of computed values}
\begin{verbatim}
input g = 2.0, D/h = 300.0 GHz, frequency = 9.5 GHz
Bohr magneton / h = 0.0139962 GHz/mT
axial zero-field levels (GHz): -800.0 -200.0 1000.0
E/D=0 lowest doublet g_x g_y g_z: 6.0000 6.0000 2.0000
E/D=0 middle doublet g_x g_y g_z: 0.0000 0.0000 6.0000
E/D=0 upper doublet g_x g_y g_z: 0.0000 0.0000 10.0000
E/D=0 lowest doublet, 40 deg from z: g_eff = 4.1499
relative loss of splitting at b/D = 0.02: 1.9994e-04
the same from b^2/(2 D^2): 2.0000e-04
E/D=0.001 lowest doublet g_x g_y g_z: 5.9760 6.0240 2.0000
slope (g_y - g_x)/(2 E/D) = 24.000
E/D=1/3 zero-field levels (GHz): -1058.3 0.0 1058.3
middle doublet <psi|S_Z|psi> = 1.071429
middle doublet <psi|S_+|psi'> = -2.142857
E/D=1/3 lowest doublet g_x g_y g_z: 0.8571 9.6784 0.6073
E/D=1/3 middle doublet g_x g_y g_z: 4.2857 4.2857 4.2857
E/D=1/3 upper doublet g_x g_y g_z: 0.8571 0.6073 9.6784
30/7 = 4.285714
random directions: 200, g_eff from 4.285714 to 4.285714
E/D=0.25 middle doublet g_x g_y g_z: 4.0816 3.7628 4.7607
E/D=0, lowest, B along x: weak-field 113.126 mT, full 113.132 mT, apparent g 5.99967
E/D=0, lowest, B along z: weak-field 339.377 mT, full 339.377 mT, apparent g 2.00000
E/D=1/3, middle, B along x: weak-field 158.376 mT, full 158.381 mT, apparent g 4.28557
E/D=1/3, middle, B along y: weak-field 158.376 mT, full 158.379 mT, apparent g 4.28563
E/D=1/3, middle, B along z: weak-field 158.376 mT, full 158.379 mT, apparent g 4.28563
\end{verbatim}
